# The quasiparticle weight and the first Matsubara frequency

In the homogeneous phase of the half-filled Falicov–Kimball model at $U=0.6D$ the self-energy $\Sigma(z)$ does not depend on temperature. Yet the estimate
$$Z_M=\frac{1}{1-\mathrm{Im}\,\Sigma(i\omega_0)/\omega_0},\qquad \omega_0=\pi T,$$
equals $0.689$, $0.129$ and $0.034$ at $T=0.1D$, $0.01D$ and $0.0025D$, while the definition of $Z$ gives $1.784$.

Units are $\hbar=k_B=1$, the lattice is the Bethe lattice with half-bandwidth $D=2t$, and $\omega_n=(2n+1)\pi T$. The scattering rate is $\Gamma(\epsilon)=-\mathrm{Im}\,\Sigma(\epsilon+i0)\ge0$. The definition is $Z=1/(1+\lambda)$ with $\lambda=-\partial_\omega\mathrm{Re}\,\Sigma(\omega+i0)|_0$, and $Z_M=1/(1+\lambda_M)$ with $\lambda_M=-\mathrm{Im}\,\Sigma(i\omega_0)/\omega_0$.

## The counter-example

In the homogeneous phase (charge order excluded) a mobile electron finds the local level at $\pm u$, $u=U/2$, with probability $1/2$ each. With the inverse Weiss field $x=z-t^2G$, DMFT gives exactly
$$G=\frac12\left[\frac1{x-u}+\frac1{x+u}\right]=\frac{x}{x^2-u^2},\qquad \Sigma=x-\frac1G=x-\frac{x^2-u^2}{x}=\frac{u^2}{x}.$$
At $z=i0$ set $x=is$, $s>0$. Then $G=-x/t^2$ requires $-1/t^2=1/(-s^2-u^2)$, so $s^2=t^2-u^2$ (metal, $u<t$) and $\Gamma(0)=u^2/s$. For the slope, differentiate $z=x+t^2x/(x^2-u^2)$ and insert $x^2=-s^2$, $x^2-u^2=-t^2$:
$$\frac{dz}{dx}=1-t^2\frac{x^2+u^2}{(x^2-u^2)^2}=\frac{t^2+s^2-u^2}{t^2}=\frac{2s^2}{t^2},\qquad \lambda=-\frac{d\Sigma}{dz}=\frac{u^2}{x^2}\frac{dx}{dz}=-\frac{u^2t^2}{2s^4}.$$
For $u=0.3D$, $t=0.5D$: $s=0.4D$, $\Gamma(0)=0.09/0.4=0.225D$, $\lambda=-0.0225/0.0512=-0.4395$, $Z=1/0.5605=1.784$. To first order $\mathrm{Im}\,\Sigma(iy)=-\Gamma(0)-\lambda y$, so $\lambda_M\approx\lambda+\Gamma(0)/\omega_0$. At $T=0.0025D$, $\omega_0=0.007854D$ and $Z_M\approx1/(0.5605+28.65)=0.0342$, the value of the full loop. The estimate divides an intercept by $\omega_0$ and reads it as a slope. Here $Z>1$ is no weight either, since the total spectral weight is one; at this $U$ the nominal width $Z\Gamma(0)=1.784\times0.225D=0.40D$ is comparable to the half-bandwidth.

## The correct statement

Let $\Sigma$ be local and causal.

(a) $0<Z_M\le1$ always, and for a Hubbard interaction $Z_M\to1$ at high $T$, with or without quasiparticles.

(b) $\lambda$ is the slope $-\partial_y\mathrm{Im}\,\Sigma(iy)$ at $y\to0^+$, of either sign.

(c) At particle–hole symmetry, for $\Gamma=\Gamma_{el}+\Gamma_{in}$ with constant $\Gamma_{el}$ and a Fermi-liquid $\Gamma_{in}$, $\lambda_M=\lambda+\Gamma_{el}/\pi T+O(T^2)$. The elastic rate biases $Z_M$; the inelastic rate cancels.

(d) A two-point slope errs at $O(T)$, a three-point slope at $O(T^2)$, and neither contains $\Gamma(0)$.

Parts (b)–(d) assume that the retarded $\Sigma$ continues analytically to a disc around $z=0$ containing the frequencies used.

## Proof

**(a)** Causality gives $\Sigma(z)=\Sigma_\infty+\int d\epsilon\,\Gamma(\epsilon)/[\pi(z-\epsilon)]$. Since $\mathrm{Im}\,(iy-\epsilon)^{-1}=-y/(\epsilon^2+y^2)$,
$$\lambda_M=\int\frac{d\epsilon}{\pi}\frac{\Gamma(\epsilon)}{\epsilon^2+\omega_0^2}\ge0,\qquad \lambda_M\le\frac{\Sigma_1}{\omega_0^2},\qquad \Sigma_1=\int\frac{d\epsilon}{\pi}\Gamma.$$
$\Sigma_1$, the $1/z$ coefficient of $\Sigma$, follows from moments. For the impurity $[c_\uparrow,H]=(Un_\downarrow-\mu)c_\uparrow+\sum_kV_ka_k$ with $\sum_kV_k^2=t^2$. The $z^{-2}$ and $z^{-3}$ coefficients of $G$ are therefore $Un-\mu$ and $\langle(Un_\downarrow-\mu)^2\rangle+t^2=U^2n-2\mu Un+\mu^2+t^2$, using $n_\downarrow^2=n_\downarrow$, with $n$ per spin. Expanding $G=1/(z+\mu-t^2/z-\Sigma_\infty-\Sigma_1/z)$ gives $\Sigma_\infty-\mu$ and $(\Sigma_\infty-\mu)^2+\Sigma_1+t^2$. Matching, $\Sigma_\infty=Un$ and $\Sigma_1=U^2n(1-n)$. The bound forces $Z_M\to1$ and is approached when $\omega_0$ is large compared with the width of $\Gamma$. The half-filled Hubbard atom has the $G$ above with $x=z$, so $\Sigma=U^2/4z$ and $Z_M=1/(1+U^2/4\pi^2T^2)$. For $U=2D$ this is $0.024$, $0.283$, $0.908$ at $T=0.05D$, $0.2D$, $D$, although $G$ has poles only at $\pm U/2$. (Here $\Sigma$ has a pole at zero and $\lambda$ does not exist.)

**(b)** From $\Sigma(z)=\Sigma(0)+\Sigma'(0)z+\dots$, real $z$ gives $\lambda=-\mathrm{Re}\,\Sigma'(0)$, and $z=iy$ gives $\mathrm{Im}\,\Sigma(iy)=-\Gamma(0)+y\,\mathrm{Re}\,\Sigma'(0)+\dots$. Only the even part $\Gamma_e$ enters the spectral integral, and $\int d\epsilon\,y/[\pi(\epsilon^2+y^2)]=1$, so
$$\mathrm{Im}\,\Sigma(iy)=-\Gamma(0)-y\int\frac{d\epsilon}{\pi}\frac{\Gamma_e-\Gamma(0)}{\epsilon^2+y^2},\qquad \lambda=\int\frac{d\epsilon}{\pi}\frac{\Gamma_e-\Gamma(0)}{\epsilon^2}.$$
Thus $\lambda<0$ whenever $\Gamma_e$ is not constant and has its global maximum at zero, which $\lambda_M\ge0$ cannot reproduce. At particle–hole symmetry, with the Hartree shift removed, linearizing gives $G(k,\omega)\approx Z/[\omega-Z\epsilon_k+iZ\Gamma(0)]$. $Z$ can be read as a pole weight when the linearization holds across the width $Z\Gamma(0)$. The coherent regime requires it across the thermal window as well.

**(c)** Particle–hole symmetry makes $\mathrm{Re}\,\Sigma$ odd (Hartree shift removed) and $\Gamma$ even:
$$\Sigma(z)=-\lambda z+bz^3-i\left[\Gamma(0)+Cz^2+dz^4\right]+\dots$$
With $z=iy$, $z^2=-y^2$, $z^3=-iy^3$, $z^4=y^4$,
$$\mathrm{Im}\,\Sigma(iy)=-\Gamma(0)-\lambda y+Cy^2-by^3-dy^4,\qquad \lambda_M-\lambda=\frac{\Gamma(i\omega_0)}{\omega_0}+b\omega_0^2+O(\omega_0^4),$$
where $\Gamma(i\omega_0)=\Gamma(0)-C\omega_0^2+d\omega_0^4-\dots$ is the continued rate.

Take the second-order self-energy at half filling, $\Sigma(\tau)=U^2\mathcal G_0(\tau)^3$, which is also the solver of iterated perturbation theory (IPT). With $\beta=1/T$, Fermi function $f$ and Bose function $n_B$, write $\mathcal G_0(\tau)=-\int da\,\rho_0(a)f(-a)e^{-a\tau}$ and $\Sigma(\tau)=-\int d\epsilon\,(\Gamma_{in}/\pi)f(-\epsilon)e^{-\epsilon\tau}$. Comparing coefficients of $e^{-\epsilon\tau}$,
$$\Gamma_{in}(\epsilon)=\pi U^2\!\int\! da\,da'\,\rho_0(a)\rho_0(a')\rho_0(c)\,\frac{f(-a)f(-a')f(-c)}{f(-\epsilon)},\qquad c=\epsilon-a-a'.$$
Let $\nu=a+a'$. Over the denominator $(1+e^{\beta a})(1+e^{\beta a'})$, $f(-a)f(-a')$ has numerator $e^{\beta\nu}$ and $f(-a)-f(a')$ has $e^{\beta\nu}-1$, so $f(-a)f(-a')=[1+n_B(\nu)][f(-a)-f(a')]$. Also $[1+n_B(\nu)]f(-c)/f(-\epsilon)$ and $n_B(\nu)+f(-c)$ both equal $(1+e^{\beta\epsilon})/[(e^{\beta\nu}-1)(1+e^{\beta c})]$. Hence
$$\Gamma_{in}(\epsilon)=\pi U^2\!\int\! d\nu\,\chi(\nu)\rho_0(\epsilon-\nu)\left[n_B(\nu)+f(\nu-\epsilon)\right],$$
$$\chi(\nu)=\int da\,\rho_0(a)\rho_0(\nu-a)[f(-a)-f(\nu-a)].$$
At $\epsilon=i\pi T$, $f(\nu-i\pi T)=1/(1-e^{\beta\nu})=-n_B(\nu)$ and the bracket vanishes. The pole of $f$ that reaches $\nu=0$ is cancelled by $\chi(0)=0$. So $\Gamma_{in}(i\omega_0)=0$ if $\rho_0$ is analytic for $|\mathrm{Im}\,\epsilon|\le\pi T$. This is the first-Matsubara-frequency rule, and it leaves
$$\lambda_M=\lambda+\frac{\Gamma_{el}}{\pi T}+b\pi^2T^2+O(T^4).$$
At leading order $\rho_0$ is constant, and $\chi=\rho_0^2\nu$ because the two steps are displaced by $\nu$. Adding and subtracting $f(\nu)$ splits the $\nu$ integral. First, $n_B+f=1/\sinh\beta\nu=2\sum_ke^{-(2k+1)\beta\nu}$ for $\nu>0$ gives $\int\nu/\sinh\beta\nu=4T^2\sum_k(2k+1)^{-2}=\pi^2T^2/2$. Second, integration by parts gives $\int\nu[f(\nu-\epsilon)-f(\nu)]=\frac12\int[(\nu+\epsilon)^2-\nu^2](-f')=\epsilon^2/2$, as $-f'$ is even and normalized. Therefore $\Gamma_{in}=C_0(\epsilon^2+\pi^2T^2)$ with $C_0=\pi U^2\rho_0(0)^3/2$. The proof is for second order. Beyond it, any rate of this form cancels equally at order $T$, whatever $C_0$. The ratio $R=\Gamma_{in}(0)/(C\pi^2T^2)$ tends to 1 where the quadratic form suffices.

**(d)** Measure $y$ in units of $\omega_0$. The chord through nodes $1,3$ has slope $(9-1)/2=4$ for $y^2$ and $(27-1)/2=13$ for $y^3$. The parabola through $1,3,5$ reproduces $y^2$. With $\Pi=(y-1)(y-3)(y-5)=y^3-9y^2+23y-15$, which vanishes on the nodes, it replaces $y^3$ by $y^3-\Pi=9y^2-23y+15$ and $y^4$ by $y^4-(y+9)\Pi=58y^2-192y+135$. Applying these to $-\mathrm{Im}\,\Sigma(iy)$,
$$\lambda_2=\lambda-4C\omega_0+13b\omega_0^2+\dots,\qquad \lambda_3=\lambda-23b\omega_0^2-192d\omega_0^3+\dots,$$
and the parabola's intercept is $\Gamma(0)+15b\omega_0^3+\dots$. In a clean Fermi liquid at sufficiently low $T$, where the leading terms dominate, $\lambda_M$ is thus the best of the three, with leading error $1/23$ of that of $\lambda_3$ in size. The fit's merit is that it separates slope from intercept. In the counter-example $Z_3=1/(1+\lambda_3)=1.772$ at $T=0.0025D$, $0.7\%$ below $Z$.

## The Hubbard model at $U=2D$

The DMFT equations are $\mathcal G_0^{-1}=z+i\Gamma_{el}-t^2G$ and $G=1/(\zeta-t^2G)$ with $\zeta=z-\Sigma_U+i\Gamma_{el}$, closed by IPT for $\Sigma_U$. A flat reservoir on each site supplies $\Gamma_{el}$, counted in $\Sigma=\Sigma_U-i\Gamma_{el}$; the sum rule refers to $\Sigma_U$. For $\Gamma_{el}=T=0$, $\zeta(0)=0$ gives $G=-i/t$, $\mathcal G_0=-i/t$, $\rho_0(0)=2/\pi D$ and $C_0=4U^2/\pi^2D^3=1.621/D$. This $C_0$ and all values below belong to IPT, not to the exact model. The program that produces the output below checks the real-axis solution against a separate Matsubara loop and asserts the formulas for $\lambda_M$, $\lambda_2$ and $\lambda_3$.

*Clean case, $T=0.0025D$.* Here $\lambda=1.8864$, $b=-2.153/D^2$, $d=4.066/D^3$. Then $\lambda_M=0.014815/0.007854=1.8863$. The terms $\Gamma(0)/\omega_0$ and $C\omega_0$ are both $0.01274$ and cancel, leaving $\lambda_M-\lambda=b\omega_0^2=-1.33\times10^{-4}$. The chord gives $\lambda_2=(0.043620-0.014815)/0.015708=1.8338$, an error of $-0.0526$ against the predicted $-0.0509-0.0017$ (with $C\approx C_0$). The parabola errs by $+0.00266$ against $0.003054-0.000378=0.00268$.

*Clean case, rising $T$.* The $T^2$ extrapolation gives $Z(0)=0.3465$.

| $T/D$ | $1+\lambda$ | $Z_M$ | $1+\lambda_3$ | $R$ |
|---|---|---|---|---|
| 0.02 | 2.924 | 0.343 | 2.914 | 0.988 |
| 0.05 | 3.165 | 0.318 | 2.264 | 0.932 |
| 0.1 | 2.170 | 0.284 | 0.667 | 1.419 |
| 0.2 | −2.107 | 0.431 | 0.491 | −0.514 |
| 2.0 | −8.171 | 0.976 | 0.985 | −0.002 |

At $T=0.05D$, $Z_M$ still follows $Z(T)=1/3.165=0.316$, but it is $8\%$ below $Z(0)$, and $1+\lambda_3$ is already $28\%$ below $1+\lambda$: this three-point extrapolation does not extend the usable range. At $T=0.1D$, $Z(T)=0.461$ and $\Gamma(0)=0.704D$, so the width $Z\Gamma(0)=0.32D$ has grown to the size of $\pi T=0.31D$, and $Z_M$ is $38\%$ below $Z(T)$. At $T=0.2D$, $R<0$ means $C<0$, a local maximum of $\Gamma$ at zero, and $1+\lambda<0$ admits no quasiparticle reading, yet $Z_M=0.431$ looks ordinary. $Z_M$ is not monotonic and takes the value $Z(0)$ again between $0.1D$ and $0.2D$. At $T=2D$, $\lambda_M$ is $0.982$ of the bound $U^2/4\omega_0^2$.

*Elastic case, $\Gamma_{el}=0.01D$.* The reservoir also enters the bath, and $Z$ becomes $0.358$ at both $T=0.005D$ and $0.0025D$. Meanwhile $Z_M$ falls from $0.292$ to $0.246$; at the lower temperature $1/Z_M\approx1/0.3583+1.2732=4.064$. There the parabola returns $Z_3=0.3580$ and the intercept $0.01009D$, against $\Gamma_{el}+\Gamma_{in}(0)=0.01010D$. Dropping the $b$ term, $Z_M/Z=1/(1+Z\Gamma_{el}/\pi T)$, which is $0.9$ at
$$T_{10}=\frac{9Z\Gamma_{el}}{\pi}=\frac{9\times0.3583\times0.01D}{\pi}=0.0103D,$$
or $119$ K for $D=1$ eV. The loop at $T_{10}$ gives $Z_M/Z=0.901$. Cooling below $T_{10}$ worsens the estimate, so in this model $Z_M$ needs $Z\Gamma_{el}\ll\pi T$, while the clean table shows it following $Z(T)$ at $T=0.05D$ but no longer at $0.1D$. $R\approx1$ does not locate that upper limit, since $R$ returns to 1 between these two temperatures.

## Computed results

```
inputs: D = 1, t = 0.5 D, Hubbard U = 2.0 D, half filling
atom: T = 0.05 D, Z_M = 0.0241
atom: T = 0.20 D, Z_M = 0.2830
atom: T = 1.00 D, Z_M = 0.9080
clean IPT table: T[D] 1/Z Z_M 1+lam_2 1+lam_3 Gam0[D] R=Gam0/(C pi^2 T^2)
2.0000 -8.1711 0.9757 0.9918 0.9852 2.587e+00 -0.002
0.5000 -6.1406 0.7524 0.9005 0.8262 2.291e+00 -0.033
0.2000 -2.1072 0.4314 0.6878 0.4912 1.630e+00 -0.514
0.1000 2.1697 0.2835 0.7191 0.6668 7.040e-01 1.419
0.0500 3.1650 0.3175 1.6554 2.2640 7.220e-02 0.932
0.0200 2.9243 0.3430 2.4212 2.9142 6.756e-03 0.988
0.0100 2.8950 0.3457 2.6656 2.9172 1.620e-03 0.997
0.0050 2.8881 0.3463 2.7796 2.8971 4.012e-04 0.999
0.0025 2.8864 0.3465 2.8338 2.8891 1.001e-04 1.000
Matsubara vs real-axis loop, T = 0.05 D: max dev = 5e-10 D
Matsubara vs real-axis loop, T = 0.02 D: max dev = 4e-10 D
T = 2 D: lam_M/(U^2/4w0^2) = 0.9818, lam = -9.1711
T = 0.0025 D: w0 = 0.007854 D, lam = 1.88643
  Im Sigma(iw0..2) = -0.014815 -0.043620 -0.071557 D
  C = 1.6226 /D, 4U^2/pi^2 = 1.6211 /D
  b = -2.153 /D^2, d = 4.066 /D^3
  Gam0/w0 = 0.01274, C w0 = 0.01274
  lam_M-lam = -1.33e-04, b w0^2 = -1.33e-04
  lam_2-lam = -0.05262, predicted -0.05266
  lam_3-lam = 0.00266, predicted 0.00268
T^2 scaling ratio of lam(T) = 4.06; Z(T->0) = 0.3465
Z_M/Z(0) at T = 0.02 D: 0.990
Z_M/Z(0) at T = 0.05 D: 0.916
Z_M/Z(0) at T = 0.1 D: 0.818
Z_M/Z(0) at T = 0.2 D: 1.245
reservoir Gel = 0.01 D: T[D] Z Z_M Z_3 Gel/w0 intercept[D] Gel+Gam0[D]
0.00500 0.3581 0.2916 0.3571 0.6366 0.01032 0.01039
0.00250 0.3583 0.2460 0.3580 1.2732 0.01009 0.01010
0.01026 0.3573 0.3218 0.3550 0.3101 0.01133 0.01166
T10 = 0.01026 D = 119 K for D = 1 eV; Z_M/Z there = 0.9008
FK U = 0.6 D: s = 0.400 D, Gam = 0.2250 D, lam = -0.4395
FK slope Z = 1.7840; table: T[D] Z_M 1/(1+lam+Gam/w0) Z_3
0.1000 0.6894 0.7832 1.1897
0.0100 0.1290 0.1295 1.6792
0.0025 0.0342 0.0342 1.7722
```
